# Spin-orbit splitting of the spin-one node in CoSi: verification in Python

```python
"""
Result under test: the spinful spin-one node H = hbar*v k.L + lam L.s,
with s = sigma/2, has at k = 0 a fourfold level at lam/2 and a twofold
level at -lam, so the separation is 1.5*|lam|.
Symbols: L = spin-one matrices in a real orbital basis (x, y, z),
s = electron spin, J = L + s, lam = spin-orbit coupling (meV),
hv = hbar times velocity (meV nm), k = wave vector (1/nm),
kappa = hv*|k| (meV). Model parameters are rough round values.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import expm
from scipy.optimize import minimize_scalar

# Operators: orbital index first, spin index second.
eps = np.zeros((3, 3, 3))
for a, b, c in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    eps[a, b, c] = 1
    eps[a, c, b] = -1
L3 = -1j * eps
sigma = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]],
                  [[1, 0], [0, -1]]], dtype=complex)
L = np.array([np.kron(m, np.eye(2)) for m in L3])
s = np.array([np.kron(np.eye(3), m / 2) for m in sigma])
J = L + s
LS = sum(L[a] @ s[a] for a in range(3))
one = np.eye(6)
assert np.allclose(L3[0] @ L3[1] - L3[1] @ L3[0], 1j * L3[2])
assert np.allclose(sum(m @ m for m in L3), 2 * np.eye(3))


def hamiltonian(k, hv, lam, warp=0.0):
    """Node Hamiltonian; warp multiplies a cubic k-squared orbital term."""
    h = hv * np.einsum('a,aij->ij', k, L) + lam * LS
    for a, b in [(0, 1), (1, 2), (2, 0)]:
        h = h + warp * k[a] * k[b] * (L[a] @ L[b] + L[b] @ L[a])
    return h


def dispersion(kappa, lam):
    """Derived closed-form levels, sorted."""
    levels = [lam / 2 + kappa, lam / 2 - kappa]
    for sign in (1, -1):
        x = sign * kappa - lam / 2
        root = np.sqrt(x * x / 4 + lam * lam / 2)
        levels += [x / 2 + root, x / 2 - root]
    return np.sort(levels)


# Rough model parameters.
lam, hv, cell = 20.0, 120.0, 0.45
zero = np.zeros(3)
direction = np.array([0.3, 0.5, 0.81])
direction /= np.linalg.norm(direction)

# Level splitting for both signs of the coupling.
assert np.allclose(np.linalg.eigvalsh(hamiltonian(zero, hv, 0.0)), 0)
for coupling in (lam, -lam):
    found = np.linalg.eigvalsh(hamiltonian(zero, hv, coupling))
    expected = np.sort([coupling / 2] * 4 + [-coupling] * 2)
    assert np.allclose(found, expected, atol=1e-10)
E0 = np.linalg.eigvalsh(hamiltonian(zero, hv, lam))
splitting = E0[-1] - E0[0]
assert abs(splitting - 1.5 * lam) < 1e-10
sigma_levels = np.linalg.eigvalsh(2 * lam * LS)
sigma_splitting = sigma_levels[-1] - sigma_levels[0]
assert abs(sigma_splitting - 3 * lam) < 1e-10

# All Hermitian matrices allowed by point group T, then by time reversal.
basis = []
for i in range(6):
    for j in range(i, 6):
        m = np.zeros((6, 6), complex)
        if i == j:
            m[i, i] = 1
            basis.append(m)
        else:
            m[i, j] = m[j, i] = 1 / np.sqrt(2)
            basis.append(m)
            m = np.zeros((6, 6), complex)
            m[i, j], m[j, i] = -1j / np.sqrt(2), 1j / np.sqrt(2)
            basis.append(m)
cyclic = np.array([[0, 0, 1], [1, 0, 0], [0, 1, 0]])
spin_c3 = expm(-1j * (2 * np.pi / 3) * sigma.sum(axis=0) / (2 * np.sqrt(3)))
spin_c2 = expm(-1j * np.pi * sigma[2] / 2)
C3 = np.kron(cyclic, spin_c3)
C2 = np.kron(np.diag([-1, -1, 1]), spin_c2)
TR = np.kron(np.eye(3), 1j * sigma[1])


def invariants(with_time_reversal):
    columns = []
    for m in basis:
        parts = [U @ m @ U.conj().T - m for U in (C3, C2)]
        if with_time_reversal:
            parts.append(TR @ m.conj() @ TR.conj().T - m)
        v = np.concatenate([p.ravel() for p in parts])
        columns.append(np.concatenate([v.real, v.imag]))
    _, sv, vh = np.linalg.svd(np.array(columns).T, full_matrices=False)
    return [np.einsum('i,ijk->jk', row, np.array(basis))
            for row in vh[sv < 1e-9]]


inv_T = invariants(False)
inv_TR = invariants(True)
assert len(inv_T) == 3 and len(inv_TR) == 2
for m in inv_TR:
    rest = m - one * np.trace(m) / 6 - LS * np.trace(LS @ m) / np.trace(LS @ LS)
    assert np.allclose(rest, 0, atol=1e-9)
odd = sum((L[b] @ L[c] + L[c] @ L[b]) @ s[a]
          for a, b, c in [(0, 1, 2), (1, 2, 0), (2, 0, 1)])
for U in (C3, C2):
    assert np.allclose(U @ odd @ U.conj().T, odd)
assert np.allclose(TR @ odd.conj() @ TR.conj().T, -odd)
broken = np.linalg.eigvalsh(lam * LS + 2.0 * odd)
assert np.allclose(broken[::2], broken[1::2], atol=1e-9)
assert np.min(np.diff(broken[::2])) > 0.1

# Projection of L inside each multiplet and finite-difference slopes.
P4 = (LS + one) / 1.5
P2 = one - P4
for a in range(3):
    assert np.allclose(P4 @ L[a] @ P4, 2 / 3 * P4 @ J[a] @ P4)
    assert np.allclose(P2 @ L[a] @ P2, 4 / 3 * P2 @ J[a] @ P2)
dk = 1e-5
slopes = (np.linalg.eigvalsh(hamiltonian(dk * direction, hv, lam)) - E0) / dk
expected = hv * np.array([-2 / 3, 2 / 3, -1, -1 / 3, 1 / 3, 1])
assert np.allclose(slopes, expected, atol=1e-3 * hv)

# Closed-form dispersion against diagonalization.
for coupling in (lam, -lam):
    for k in np.linspace(0, 1, 21):
        found = np.linalg.eigvalsh(hamiltonian(k * direction, hv, coupling))
        assert np.allclose(found, dispersion(hv * k, coupling), atol=1e-9)


def smallest_gap(unit, warp):
    def gap(k):
        e = np.linalg.eigvalsh(hamiltonian(k * unit, hv, lam, warp))
        return e[2] - e[1]
    fit = minimize_scalar(gap, bounds=(0.5 * lam / hv, 1.5 * lam / hv),
                          method='bounded', options={'xatol': 1e-10})
    return fit.x, fit.fun


k_cross, gap_iso = smallest_gap(direction, 0.0)
E_cross = np.linalg.eigvalsh(hamiltonian(k_cross * direction, hv, lam))[1]
assert abs(k_cross - lam / hv) < 1e-5 and gap_iso < 1e-3
assert abs(E_cross + lam / 2) < 1e-3
# Free-electron curvature in meV nm^2 sets the size of the cubic term.
curvature = const.hbar**2 / (2 * const.m_e) / const.e * 1e3 * 1e18
_, gap_general = smallest_gap(direction, curvature)
_, gap_111 = smallest_gap(np.ones(3) / np.sqrt(3), curvature)
assert gap_general > 0.05 and gap_111 < 1e-3

# Uniaxial strain: assumed deformation potential times strain.
deformation, strain = 3000.0, 0.001
delta = deformation * strain
strained = np.linalg.eigvalsh(lam * LS + delta * (L[2] @ L[2] - 2 * one / 3))
assert np.allclose(strained[::2], strained[1::2], atol=1e-9)
strain_split = strained[4] - strained[2]
assert abs(strain_split - 2 * delta / 3) < delta**2 / (1.5 * lam)

# Remote orbital singlet coupled to the triplet by spin-orbit coupling.
remote, g = 300.0, lam / 2
H8 = np.zeros((8, 8), complex)
H8[:2, :2] = remote * np.eye(2)
H8[2:, 2:] = lam * LS
for a in range(3):
    H8[:2, 2 + 2 * a:4 + 2 * a] = 1j * g * sigma[a]
H8[2:, :2] = H8[:2, 2:].conj().T
E8 = np.linalg.eigvalsh(H8)
two_level = np.linalg.eigvalsh([[-lam, np.sqrt(3) * g],
                                [np.sqrt(3) * g, remote]])
assert np.allclose(E8[2:6], lam / 2, atol=1e-9)
assert np.allclose(E8[:2], two_level[0], atol=1e-9)
remote_splitting = E8[2] - E8[0]

# Other neglected scales.
kT = {T: const.k * T / const.e * 1e3 for T in (10, 300)}
lifetime = 30.0
broadening = const.hbar / (lifetime * 1e-15) / const.e * 1e3
velocity = hv * 1e-3 * const.e * 1e-9 / const.hbar

print(f"spin-orbit coupling lambda = {lam:.1f} meV (rough input)")
print(f"hbar v = {hv:.1f} meV nm (rough input)")
print(f"velocity v = {velocity:.3e} m/s")
print(f"cell edge = {cell:.2f} nm (rough input)")
print("levels at k=0 (meV):", " ".join(f"{e:.3f}" for e in E0))
print(f"splitting = {splitting:.3f} meV = {splitting / 1000:.4f} eV")
print(f"splitting / lambda = {splitting / lam:.4f} (no unit)")
print(f"splitting for lambda L.sigma = {sigma_splitting:.3f} meV")
print(f"invariants under T alone = {len(inv_T)} (count)")
print(f"invariants with time reversal = {len(inv_TR)} (count)")
print("slopes, twofold (meV nm):", " ".join(f"{x:.2f}" for x in slopes[:2]))
print("slopes, fourfold (meV nm):", " ".join(f"{x:.2f}" for x in slopes[2:]))
for k in (0.05, 0.10, lam / hv):
    e = np.linalg.eigvalsh(hamiltonian(k * direction, hv, lam))
    print(f"levels at k={k:.4f} 1/nm (meV):", " ".join(f"{x:.3f}" for x in e))
print(f"crossing wave number = {k_cross:.5f} 1/nm")
print(f"crossing energy = {E_cross:.3f} meV")
print(f"free-electron curvature = {curvature:.3f} meV nm^2")
print(f"k^2 energy at crossing = {curvature * k_cross**2:.3f} meV")
print(f"gap from cubic term, general direction = {gap_general:.3f} meV")
print(f"gap from cubic term, [111] below 0.001 meV: {gap_111 < 1e-3}")
print(f"k-dependent spin-orbit scale lambda*a*k at crossing = "
      f"{lam * cell * k_cross:.3f} meV")
print(f"its ratio to hbar v k = {lam * cell / hv:.4f} (no unit)")
print(f"thermal energy at 10 K = {kT[10]:.3f} meV")
print(f"thermal energy at 300 K = {kT[300]:.3f} meV")
print(f"assumed lifetime = {lifetime:.1f} fs")
print(f"lifetime broadening hbar/tau = {broadening:.3f} meV")
print(f"assumed deformation potential = {deformation / 1000:.1f} eV")
print(f"assumed strain = {100 * strain:.2f} percent")
print(f"strain energy delta = {delta:.3f} meV")
print(f"strain splitting of fourfold = {strain_split:.3f} meV")
print(f"assumed remote level = {remote:.1f} meV above triplet centre")
print(f"assumed remote coupling g = {g:.1f} meV")
print(f"4+2 separation with remote level = {remote_splitting:.3f} meV")
print(f"change due to remote level = {remote_splitting - splitting:.3f} meV")
print("no test failed")
```

Output:

```
spin-orbit coupling lambda = 20.0 meV (rough input)
hbar v = 120.0 meV nm (rough input)
velocity v = 1.823e+05 m/s
cell edge = 0.45 nm (rough input)
levels at k=0 (meV): -20.000 -20.000 10.000 10.000 10.000 10.000
splitting = 30.000 meV = 0.0300 eV
splitting / lambda = 1.5000 (no unit)
splitting for lambda L.sigma = 60.000 meV
invariants under T alone = 3 (count)
invariants with time reversal = 2 (count)
slopes, twofold (meV nm): -80.00 80.00
slopes, fourfold (meV nm): -120.00 -40.00 40.00 120.00
levels at k=0.0500 1/nm (meV): -24.248 -16.283 4.000 8.248 12.283 16.000
levels at k=0.1000 1/nm (meV): -28.916 -13.177 -2.000 6.916 15.177 22.000
levels at k=0.1667 1/nm (meV): -35.616 -10.000 -10.000 5.616 20.000 30.000
crossing wave number = 0.16667 1/nm
crossing energy = -10.000 meV
free-electron curvature = 38.100 meV nm^2
k^2 energy at crossing = 1.058 meV
gap from cubic term, general direction = 0.157 meV
gap from cubic term, [111] below 0.001 meV: True
k-dependent spin-orbit scale lambda*a*k at crossing = 1.500 meV
its ratio to hbar v k = 0.0750 (no unit)
thermal energy at 10 K = 0.862 meV
thermal energy at 300 K = 25.852 meV
assumed lifetime = 30.0 fs
lifetime broadening hbar/tau = 21.940 meV
assumed deformation potential = 3.0 eV
assumed strain = 0.10 percent
strain energy delta = 3.000 meV
strain splitting of fourfold = 1.931 meV
assumed remote level = 300.0 meV above triplet centre
assumed remote coupling g = 10.0 meV
4+2 separation with remote level = 30.935 meV
change due to remote level = 0.935 meV
no test failed
```
